Pull-in of a parallel-plate gap with one or two sprung electrodes, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: balance of forces

**Definitions and conventions.** Two flat conducting plates of facing area A lie parallel to each other in vacuum. Their separation is d when no voltage is applied and g when a voltage V is held between them by an ideal source. Each movable plate is tied to a rigid frame by a linear spring of constant k. The displacements x₁ and x₂ are counted positive when a plate moves toward the other one, so that

g = d − x₁ − x₂.

A plate that is held fixed has zero displacement. The number of sprung plates is N, which is 1 or 2. The algebra uses atomic units, in which ħ, the electron mass, the elementary charge e and 4πε₀ all equal one. The vacuum permittivity is then ε₀ = 1/(4π). Numbers for the example are given in nm, V, nN and N/m.

The pull-in voltage is the voltage at which the plates snap together when V is raised slowly from zero. "Slowly" means that the plates stay in equilibrium for as long as an equilibrium is there to follow. The pull-in voltage is called V_one if one plate is sprung and the other fixed, and V_two if both are sprung. The claim to be derived is

V_two = V_one/√2,

with k, A and d the same in both arrangements. "Lower by √2" thus means divided by √2, a reduction of 29.3 %. It doesn't mean a subtraction of 1.4142 V.

**The attraction.** The plates are taken to be wide compared with the gap, so that the field between them is uniform and the field at their edges can be neglected. The plates carry charges Q and −Q. Gauss's law gives the field in the gap as the surface charge density divided by ε₀:

E = (Q/A)/ε₀ = 4πQ/A.

The voltage is the field times the separation, V = Eg, and therefore

Q = AE/(4π) = AV/(4πg).

Each plate feels only the field made by the other one. Two equal and opposite sheets contribute equally to the field between them, so this is E/2. The attraction is

F = Q·E/2 = [AV/(4πg)]·[V/(2g)] = AV²/(8πg²).

It acts with the same magnitude on both plates and pulls each toward the other.

**Equilibrium.** A sprung plate is at rest when its spring pulls back as hard as the field pulls inward. With one sprung plate,

kx₁ = F, x₂ = 0, so d − g = F/k.

With two sprung plates,

kx₁ = F, kx₂ = F, so d − g = x₁ + x₂ = 2F/k.

The second electrode's spring doesn't share the load with the first. Both springs carry the full force, and their extensions add. This is the behaviour of springs in series: as seen by the gap, two springs k act as a single spring k/2. Both cases are contained in

d − g = NF/k.

Inserting F and solving for the voltage gives

d − g = NAV²/(8πkg²),

V² = (8πk/(NA))·g²(d − g).

This relation answers the question in reverse: it states which voltage holds the plates at a chosen gap. For every gap, the squared voltage with two sprung plates is half of that with one.

**The largest voltage that can be held.** At V = 0 the gap is d. As g falls from d, the product g²(d − g) first rises from zero, because the factor d − g grows. It must fall again later, because g² goes to zero. Its derivative is

d/dg [g²d − g³] = 2gd − 3g² = g(2d − 3g),

which vanishes between 0 and d at

g = 2d/3.

There the product equals (4d²/9)·(d/3) = 4d³/27. The largest voltage with an equilibrium is therefore given by

V_N² = (8πk/(NA))·(4d³/27) = 32πkd³/(27NA).

For the two arrangements this reads

V_one² = 32πkd³/(27A),

V_two² = 16πkd³/(27A).

Their quotient is 2, and the voltages differ by the factor √2.

Above V_N the attraction exceeds the restoring force at every gap, so nothing stops the plates before they touch. Below V_N two gaps satisfy the balance, one larger and one smaller than 2d/3. To see which of them is stable, consider the net closing force, with the elastic part written for the series stiffness k/N:

R = AV²/(8πg²) − k(d − g)/N.

A stable equilibrium needs R to become negative when the gap shrinks a little, which means dR/dg > 0:

dR/dg = −AV²/(4πg³) + k/N > 0.

At equilibrium AV²/(8πg²) = k(d − g)/N. Multiplying this by 2/g gives AV²/(4πg³) = 2k(d − g)/(Ng), and the condition becomes

(k/N)·[1 − 2(d − g)/g] = (k/N)·(3g − 2d)/g > 0.

It holds for g > 2d/3. A slow ramp that begins at g = d follows this branch to its end at V_N. For two sprung plates the argument covers closing motions in which both move equally. A motion of the pair to one side is treated in the second derivation.

**What the plates do at pull-in.** The critical gap is 2d/3 in both arrangements. A single sprung plate has then moved by d/3. Two sprung plates have moved by d/6 each. The force at that point is k times the displacement of one plate:

F_one = kd/3, F_two = kd/6.

The pair therefore collapses at half the force. Since F varies as V² at a given gap, half the force means a voltage lower by √2.

The same factor follows from a picture of the midplane. If both plates move equally, the plane halfway between them stays in place and is an equipotential at V/2 from either plate. A thin conducting sheet put there would change nothing in the field. Each plate then behaves as one sprung plate facing a fixed electrode at distance d/2 with voltage V/2. Using the formula for V_one with these values,

(V_two/2)² = 32πk(d/2)³/(27A) = V_one²/8.

Multiplication by 4 gives V_two² = V_one²/2. Halving the distance lowers the threshold by 2√2, and having only half of the voltage across each half-gap raises it by 2.

**Example: two freestanding copper lines.** Consider two neighbouring interconnect lines after the sacrificial dielectric around them has been removed. Rough typical values are a line width of 20 nm, a height of 40 nm and a gap of 20 nm. The lines are free over a length of 800 nm and clamped at both ends. Young's modulus is taken as 120 GPa.

The spring constant comes from the bending of one line. Let z run along the line, and let ℓ be its free length, b its height, t its width, Y Young's modulus and w(z) the sideways deflection. The second moment of the cross section for sideways bending is

I = b∫y²dy from −t/2 to t/2 = bt³/12.

A uniform load q per length obeys the small-slope beam equation YI·w″″ = q. The solution with w = w′ = 0 at both ends is

w = q z²(ℓ − z)²/(24YI),

because z²(ℓ − z)² = z⁴ − 2ℓz³ + ℓ²z² has the fourth derivative 24 and vanishes to second order at each end. At the middle w = qℓ⁴/(384YI). Dividing the total load qℓ by this deflection gives

k = 384YI/ℓ³ = 2.400 N/m.

The facing area is A = 800 nm × 40 nm = 32000 nm². For SI values the factor 4π in the formula is replaced by 1/ε₀, so that 32π becomes 8/ε₀. With ε₀ = 8.854·10⁻¹² F/m,

V_one² = 8kd³/(27ε₀A)
= 8·2.400·(2·10⁻⁸)³/(27·8.854·10⁻¹²·3.2·10⁻¹⁴) V²
= 20.08 V².

Hence V_one = 4.48 V, and V_two = 4.48 V/1.4142 = 3.17 V, or 0.1164 hartree/e. The critical gap is 13.3 nm (133 Å). One moving line has then travelled 6.67 nm, and two have travelled 3.33 nm each. The forces are

F_one = 2.400 N/m × 6.667 nm = 16.0 nN,

F_two = 2.400 N/m × 3.333 nm = 8.0 nN.

A numerical test that doesn't use the equilibrium formula releases the plates from rest at a set voltage and follows their overdamped motion. The voltage at which they collapse is 4.481 V with one moving and 3.168 V with both, as the formula gives.

Far below pull-in the second moving line has another visible effect. To leading order the force can be taken at the unloaded gap, and the closure NF/k is proportional to N. At a supply of 0.8 V the full balance gives gaps of 19.905 nm and 19.807 nm. The capacitance, which varies as 1/g, rises by 0.48 % with one moving line and by 0.97 % with two.

**Other force laws.** The factor √2 doesn't depend on the inverse-square force. Suppose that the attraction is V²f(g), with any positive function f of the gap. The balance then reads

d − g = NV²f(g)/k, so V² = k(d − g)/(N·f(g)).

The entire curve V²(g) is again divided by N, and so is its maximum. The position of this maximum may differ from 2d/3, but it is the same for both arrangements. The maximum must be reached before the plates touch or meet a stop. If the curve has several maxima, the first one on the way from g = d may only start a jump to a smaller stable gap, but the voltage at each maximum is still lower by √2 with two sprung plates.

This covers the fringing field, which isn't small here because the lines are only twice as high as the gap is wide. The capacitance per length of two rectangular sections of 20 nm × 40 nm in vacuum, computed with the charge free to spread over all their faces, gives an attraction 1.244 times the ideal one at g = d and 1.175 times at g = 2d/3. Both pull-in voltages fall by about 8 %, to 4.14 V and 2.93 V. Their ratio remains 1.4142. These factors belong to an isolated pair. A grounded plane 20 nm below the lines, with one line at V and the other grounded, takes up part of the fringing field and lowers them to about 1.08 and 1.09. The sideways force still depends on the gap alone, so the ratio is kept as long as the downward pull on the driven line doesn't bend it noticeably.

**Bent lines.** Real lines don't stay flat. If each bends by w₁(z) or w₂(z), and the local attraction per length p depends on the local gap, the two beam equations are

YI·w₁″″ = p(d − w₁ − w₂), YI·w₂″″ = p(d − w₁ − w₂).

Their sum u = w₁ + w₂ obeys

YI·u″″ = 2p(d − u),

with the same clamped ends. A single bending line facing a fixed one obeys YI·w″″ = p(d − w). The two problems differ by the factor 2 in front of p, and p is proportional to V². The ratio √2 therefore survives.

The voltages themselves change. Solving the beam equations with the ideal local force gives 4.97 V and 3.52 V, about 11 % above the flat-plate values. The sign can be understood as follows. The flat-plate model applies the force belonging to the midpoint gap along the whole line. In the bent line the gap is wider away from the middle, and the force there is weaker. A force P at position z ≤ ℓ/2 deflects the midpoint by Pz²(3ℓ − 4z)/(48YI), which is positive, and the other half follows by symmetry. Weaker forces away from the middle thus mean less midpoint deflection, and a higher voltage is needed to reach a given midpoint gap.

## Second derivation: energy and stability

**Symbols and results carried over.** Plates of area A have the gap g = d − x₁ − x₂, where d is the unloaded gap and x₁, x₂ are inward displacements. An ideal source holds the voltage V, each sprung plate has a spring k, and N is the number of sprung plates. In atomic units the charge is Q = AV/(4πg). The balance of forces gave a critical gap 2d/3 and V_N² = 32πkd³/(27NA), hence V_two = V_one/√2. For the copper lines, with width t = 20 nm, height b = 40 nm, free length ℓ = 800 nm, k = 2.400 N/m and d = 20 nm, this means V_one = 4.48 V and V_two = 3.17 V. The following derivation starts from the energy and uses none of these thresholds.

**The energy at fixed voltage.** The capacitance is

C = Q/V = A/(4πg),

and the field stores the energy CV²/2. This isn't the full electrical energy, because the source delivers charge when the gap changes. Delivering the charge Q at voltage V lowers the energy of the source by QV = CV². The sum of field and source energy is

CV²/2 − CV² = −CV²/2 = −AV²/(8πg).

The minus sign matters: at fixed voltage the total energy falls when the gap closes. The total energy of two sprung plates is therefore

U = k(x₁² + x₂²)/2 − AV²/(8π(d − x₁ − x₂)).

The electrical part depends on the sum of the displacements alone. This suggests the variables

u = x₁ + x₂, v = x₁ − x₂.

The first is the closure of the gap. The second measures a drift of the pair to one side. Since u² + v² = 2(x₁² + x₂²), the elastic energy is k(u² + v²)/4, and

U = ku²/4 + kv²/4 − AV²/(8π(d − u)).

The two motions have separated completely. The drift has its own parabola with its minimum at v = 0, whatever the voltage. This fills the gap left by the balance of forces: no voltage makes the pair run off to one side, because such a motion leaves the gap, and with it the electrical energy, unchanged.

The closure has the elastic energy ku²/4 = (k/2)u²/2, which is that of a single spring of constant k/2. With one plate fixed, x₂ = 0 and u = x₁, and the elastic energy is ku²/2. Both cases are described by

U(u) = Ku²/2 − AV²/(8π(d − u)), K = k/N.

**Loss of the minimum.** Equilibrium requires a vanishing first derivative:

dU/du = Ku − AV²/(8π(d − u)²) = 0.

The equilibrium is stable if the second derivative is positive:

d²U/du² = K − AV²/(4π(d − u)³) > 0.

The second term is an electrical softening. It grows with the voltage and as the gap shrinks. Pull-in occurs when it has used up the elastic stiffness:

AV²/(4πg³) = K.

The equilibrium condition can be written as Ku = (g/2)·AV²/(4πg³). At pull-in this becomes

Ku = Kg/2, so u = g/2.

With g = d − u this gives u = d/3 and g = 2d/3. The voltage follows from the softening condition:

V² = 4πKg³/A = (4πK/A)·(8d³/27) = 32πKd³/(27A).

For K = k this is V_one², and for K = k/2 it is V_two². The ratio of the voltages is √2, as before. The critical closure doesn't contain K, which is why both arrangements lose stability at the same gap.

The balance of forces and the energy both give V_two = V_one/√2 for equal springs, and the energy also shows that no voltage makes the pair run off to one side. What remains is to treat unequal springs and a sudden voltage, to compare what the two derivations assume, and to see which effects change the factor √2 in real lines.
